Lost orthogonality in Lanczos does not create false converged eigenvalues

Take the vectors and the tridiagonal matrix T produced by a Lanczos run on a real symmetric matrix A, and keep the vectors fixed. Multiply A and all recurrence coefficients by a constant c > 0, and the eigenvalues of A, their estimates (the eigenvalues of T), and the errors of these estimates are all multiplied by c. Add the same constant to the diagonals of A and T, and eigenvalues and estimates move together, leaving the errors unchanged. A bound on the error should therefore be built from quantities that scale with A but ignore such a shift. (A new floating-point run on a shifted matrix is another matter: its rounding errors grow with the size of the entries, so a large shift enlarges them.) A Lanczos run supplies two kinds: the residual estimate δ, and the sizes of the rounding errors made in single steps, called φ and η below. The natural form is

error ≤ (number)·δ + (number)·φ + (number)·η,

with dimensionless coefficients that may depend on the number of steps k. Scaling cannot say whether the coefficients stay moderate when the Lanczos vectors lose their orthogonality. That is the point in dispute.

**The belief and its appeal**

The belief is this: once orthogonality is lost, the method may converge to numbers that are not eigenvalues of A. The argument for it is reasonable. With orthonormal Lanczos vectors, the tridiagonal matrix T is the projection of A onto the space they span, and its eigenvalues, the Ritz values, inherit their meaning from that. Once orthogonality is substantially lost, T is no longer this projection. Moreover, unexpected Ritz values do appear, some of them far from every eigenvalue.

The argument shows that one justification has failed. Another survives, because each step still satisfies the three-term recurrence up to a small local error.

**What the recurrence still guarantees**

Let V have the computed vectors v₁,…,v_k as columns. T has diagonal entries α_j, and β_{j+1} couples v_j to v_{j+1}. Write β = β_{k+1}, v = v_{k+1}, and e for the last unit vector. Then

A V = V T + β v eᵀ + F, (1)

which defines F, the local rounding error. Here ‖M‖ is the largest length of M s over unit vectors s; the Frobenius norm, the root of the sum of squared entries, is never smaller and supplies φ and η in the numbers below. Let φ ≥ ‖F‖, let ν be the largest length of a Lanczos vector, and assume that all squared lengths are within 1/18 of 1 and that no β_j vanishes. Global orthogonality is not assumed.

Take an exact eigenpair T s = θ s with |s| = 1, and set y = V s and δ = β|s_k|. Multiplying (1) by s gives

A y − θ y = β s_k v + F s.

The right side has length at most δν + φ. Expanding y in orthonormal eigenvectors of A shows that the left side has length at least |λ − θ||y|, where λ is the eigenvalue nearest to θ. Hence

|λ − θ| ≤ (δν + φ)/|y|. (2)

For orthonormal columns |y| = 1 and the matter is settled. For nearly dependent columns y can be very short, and (2) then says little. This is the real gap, and closing it requires knowing how orthogonality is lost.

**Orthogonality is lost in a definite direction**

Multiply (1) by Vᵀ from the left. Since VᵀAV is symmetric, the result equals its own transpose. With G = VᵀV this gives

T G − G T = β(Vᵀv eᵀ − e vᵀV) + VᵀF − FᵀV.

Split G = Rᵀ + D + R, with D diagonal and R strictly upper triangular. Because T is tridiagonal, TR − RT is upper triangular, while TRᵀ − RᵀT = −(TR − RT)ᵀ is lower triangular. Define H by

T R − R T = β Vᵀv eᵀ + H. (3)

Comparing the parts above the diagonal, H there equals VᵀF − FᵀV − (TD − DT). The first two terms are local errors. The entries of TD − DT are β_j times differences of squared lengths, which are normalization errors. On the diagonal, direct multiplication gives

H_jj = β_j v_{j−1}·v_j − β_{j+1} v_j·v_{j+1},

with the first term absent for j = 1. These overlaps are between neighbours. The step computes u = A v_j − β_j v_{j−1}, then w = u − α_j v_j with α_j = v_j·u and v_{j+1} = w/β_{j+1}, so β_{j+1} v_j·v_{j+1} = v_j·w equals α_j(1 − |v_j|²) plus the rounding errors of these operations, which is again of rounding size. Thus H contains local errors and no accumulated loss of orthogonality. Its leading t×t block H_t is the H of step t: in column t, the term R_{i,t+1}β_{t+1} of RT is the same number that (3) subtracts explicitly when the run ends at t. Let η ≥ ‖H‖.

Now put (3) between sᵀ and s. The left side becomes θ sᵀRs − θ sᵀRs = 0, so

β s_k (y·v) = −sᵀH s, and therefore δ|y·v| ≤ η. (4)

The new vector can overlap strongly with y only if δ has become small. Loss of orthogonality accompanies convergence.

**A short Ritz vector has an earlier partner**

The length of y follows from the splitting of G:

|y|² = sᵀD s + 2 sᵀR s. (5)

If |sᵀRs| ≤ 1/4, then |y|² ≥ 1 − 1/18 − 1/2 = 4/9, so |y| ≥ 2/3, and (2) bounds the error by (3/2)(δν + φ).

Suppose instead that |sᵀRs| > 1/4. Let s[t] contain the first t components of s, and let V_t contain the first t Lanczos vectors. Summing over the columns of R,

sᵀR s = Σ_t s_{t+1} s[t]ᵀ V_tᵀ v_{t+1}, t = 1,…,k−1.

Let (θ_r, q_r) be the normalized eigenpairs of the leading block T_t, let q_tr be the last component of q_r, and let h_r = q_rᵀH_t q_r. The first t rows of T s = θ s read T_t s[t] + β_{t+1}s_{t+1}e_t = θ s[t]. Multiplying by q_rᵀ gives

(θ_r − θ)(q_r·s[t]) = −β_{t+1} s_{t+1} q_tr. (6)

Equation (4), applied at step t, gives

β_{t+1} q_tr (q_rᵀV_tᵀv_{t+1}) = −h_r.

Here q_tr ≠ 0: if the last component of an eigenvector vanished, the rows of its equation, read from the bottom, would make every component vanish, since no β_j is zero. Terms with s_{t+1} = 0 drop out of the sum. In the others the right side of (6) is nonzero, so θ_r ≠ θ. Inserting the complete set q_r, the two minus signs and the factors β_{t+1}q_tr cancel:

sᵀR s = Σ_t s_{t+1}² Σ_r h_r/(θ_r − θ). (7)

There are k(k−1)/2 ≤ k²/2 terms, and their sum exceeds 1/4 in size. At least one must reach 1/(2k²). For it, since |h_r| ≤ η,

|θ_r − θ| ≤ 2k²η s_{t+1}² ≤ 2k²η.

By (6), and because |q_r·s[t]| ≤ 1, the residual estimate of this earlier pair obeys

β_{t+1}|q_tr| ≤ |θ_r − θ|/|s_{t+1}| ≤ 2k²η.

So a Ritz value whose vector has an abnormal length lies within 2k²η of an earlier Ritz value whose residual estimate was already at most 2k²η. If the earlier vector is abnormal too, repeat the argument. The step number falls each time, and at step 1 there is no R, so the chain ends. Its total length is at most the sum of 2j²η over j = 2,…,k, which is below 2k³η. Applying (2) at the end of the chain yields, in every case,

|λ − θ| ≤ (3/2)[ν max(δ, 2k²η) + φ] + 2k³η. (8)

This has the form that scaling suggested. Read backwards, it says that when a Ritz value lies farther from the spectrum than the rounding terms allow, νδ is at least two thirds of the distance that remains after subtracting (3/2)φ + 2k³η.

**A molecule as a test**

The test matrix is the restricted Hartree–Fock Fock matrix of NaCl in the def2-TZVP basis, at a chosen separation of 4.5 bohr, transformed to an orthonormal basis of 69 functions. The model omits correlation and relativity, and its levels are not measured ionization energies; here they are simply the eigenvalues to be found. The lowest is −104.698158 hartree (−2848.98 eV), the next −40.502296 hartree. The highest occupied level, −0.350929 hartree (−9.549 eV), is doubly degenerate. These digits belong to this basis: in def2-QZVP the lowest level moves down by 0.004 hartree and the highest occupied one, still degenerate, by 0.0016 hartree (0.04 eV). The plain Lanczos runs below start from one random vector. Numbers that are set by rounding errors, such as η, the overlaps, the passing values and the counts, change with the start vector and even with the order of the arithmetic; the pattern does not.

In single precision, relation (4) is visible directly. For the lowest Ritz value, δ falls from 4.37 hartree at step 4 to 7.64×10⁻⁶ hartree at step 10, while |y·v| rises from 8.18×10⁻⁷ to 0.453. Over these steps the product barely moves: at step 10 it is 7.64×10⁻⁶ × 0.453 = 3.46×10⁻⁶ hartree, below η = 2.50×10⁻⁵ hartree, the Frobenius norm of H.

In double precision, a copy of the lowest level can be watched as it arrives. In this run the second lowest Ritz value behaves as follows, in hartree (different rounding can shift the passage by a step and changes the intermediate values):

step 14: −40.502296, δ = 8.3×10⁻¹⁰
step 15: −48.505525, δ = 53.9
step 16: −104.614589, δ = 3.00
step 17: −104.698144, δ = 0.038
step 19: −104.698158, δ = 2.9×10⁻⁵

With exactly orthonormal vectors the second Ritz value could not fall below the second eigenvalue: it is the minimum, over two-dimensional subspaces of the Lanczos space, of the largest expectation value of A, and the second eigenvalue is the same minimum over all two-dimensional subspaces. The passage below −40.502296 therefore reveals the rounding errors. The value at step 15 misses the nearest eigenvalue by 48.505525 − 40.502296 = 8.00 hartree. It is wrong, but it is not converged, and its δ of 53.9 hartree says so.

Over 200 steps, counting each step's values anew, 15080 Ritz values had δ < 10⁻⁸ hartree. Their largest distance from the directly computed spectrum was 3.3×10⁻¹³ hartree, about 3×10⁻¹⁵ of the largest eigenvalue in magnitude. The direct diagonalization has rounding errors too, so this is agreement to working precision and not a clean measurement of the Lanczos error. Meanwhile the largest overlap between different Lanczos vectors was 0.986.

The bound is far more cautious. With k = 200, η = 3.10×10⁻¹³ hartree and ν ≈ 1, its terms are 2k³η = 4.96×10⁻⁶ and 3k²η = 0.04×10⁻⁶ hartree, with φ negligible, together 5.0×10⁻⁶ hartree. The numerical check confirms that (2) and (8) hold at every step, within an allowance for diagonalization error.

**What does mislead**

Multiplicity misleads in both directions. In exact arithmetic every Lanczos vector is a polynomial p(A) applied to v₁. Its part in the eigenspace of λ is p(λ) times the projection of v₁, always along one direction, so a degenerate level appears once. Rounding adds copies without regard to degeneracy. When the degenerate pair first converged, at step 74, T held seven copies of the nondegenerate lowest level and one of the pair.

It would still be too strong to say that multiplicities and passing values are the whole damage. Convergence is delayed: with full reorthogonalization the pair converged at step 50 instead of 74. The lengths of the Ritz vectors become erratic as well. Among the computed pairs with δ < 10⁻⁸ hartree, |y| ranged from 0.000, as printed to three decimals, to 1.841. This range is not a property of T alone: within a cluster of copies a double-precision eigensolver returns a mixture of the exact eigenvectors s, so the individual |y| and δ depend on the solver, and for exact eigenvectors |y| can exceed 2. After normalization, y is only guaranteed a residual of at most (δν + φ)/|y|, so a nearly vanishing y can lose its guarantee as an eigenvector, although its θ is accurate. A weaker guarantee need not mean a poor vector: in a run on this matrix differing only in rounding, where the shortest |y| was 8×10⁻⁴, the largest residual after normalization was 8×10⁻⁸ hartree. Nor does (8) promise that every eigenvalue is found; it speaks about the Ritz values that are present.

The guarantee has limits. It uses the symmetry of A. Errors in the product of A with a vector enter F, so a crude product enlarges φ and can enlarge η too. An error that amounts to replacing A by another fixed symmetric matrix, however, cancels from VᵀF − FᵀV and shows only in φ. In single precision after only 22 steps, 2k³η is already 2 × 10648 × 2.50×10⁻⁵ = 0.53 hartree, too large to be of use. There (2), with the actual length of y, is the bound to evaluate, and it is informative when y is not short.

Values computed for the example and the checks

```
NaCl separation 4.5 bohr, matrix size 69
RHF total energy -621.439675 hartree
lowest level  -104.698158 hartree = -2848.982 eV
second level  -40.502296 hartree; highest 25.6008 hartree
degenerate pair -0.350929 hartree = -9.5493 eV
pair splitting 2.1e-15 hartree; highest occupied -0.350929 hartree
single precision, 22 steps: largest overlap 0.828
  norm F 9.55e-06, norm H 2.50e-05 hartree
  step, delta of lowest Ritz value (hartree), |y.v|, product (hartree)
    4 4.37e+00 8.18e-07 3.57e-06
    6 2.49e-02 1.39e-04 3.46e-06
    8 7.86e-05 4.40e-02 3.46e-06
   10 7.64e-06 4.53e-01 3.46e-06
   12 4.92e-03 7.35e-04 3.61e-06
   14 1.53e-04 2.45e-02 3.74e-06
   16 3.21e-06 1.17e+00 3.74e-06
  identity errors: y.v 1.9e-43, s^T R s 5.0e-43
  largest |s^T R s| 8.595e-01
double precision, 200 steps: largest overlap 0.986
  norm F 6.21e-14, norm H 3.10e-13 hartree
  Ritz values with delta < 1e-8 hartree, all steps: 15080
  their largest distance to the spectrum 3.3e-13 hartree
  their Ritz vector lengths 0.000 to 1.841
  cases with |s^T R s| > 1/4, earlier partner found: 726
copy in transit: step, second Ritz value, delta, distance (hartree)
   14 -40.502296 8.26e-10 2.13e-14
   15 -48.505525 5.39e+01 8.00e+00
   16 -104.614589 3.00e+00 8.36e-02
   17 -104.698144 3.83e-02 1.42e-05
   18 -104.698158 1.53e-03 2.35e-08
   19 -104.698158 2.88e-05 8.14e-12
pair first converged (delta < 1e-8 hartree): step 74
  copies then: lowest level 7, second level 5, degenerate pair 1
  uniform error bound for delta -> 0 at that step 1.1e-07 hartree
reorthogonalized run: pair converged at step 50
  overlap error 8.9e-16; after 68 steps copies of lowest level 1
  and of degenerate pair 2
```
